# Fractional Electron Binding in the Fluoride Anion with a Convex Functional

## 1. A parabola that refuses part of an electron

Let a fraction $f$ of an electron, $0\le f\le 1$, be added to a neutral atom, and let the energy change be

$$\Delta E(f)=-a f+\tfrac12 U f^2,\qquad a>0,\quad U>0 .$$

The first term is the attraction felt by the first bit of charge. The second is a cost that grows as the added charge repels itself. The slope is

$$\frac{d\Delta E}{df}=-a+Uf ,$$

which vanishes at $f^*=a/U$. Since the second derivative is $U>0$, this point is a minimum. Its depth is

$$\Delta E(f^*)=-\frac{a^2}{U}+\frac{a^2}{2U}=-\frac{a^2}{2U}.$$

Completing the square gives $\Delta E(f)=\Delta E(f^*)+\tfrac12U(f-f^*)^2$, so the whole electron costs

$$\Delta E(1)-\Delta E(f^*)=\tfrac12U(1-f^*)^2$$

more than the fraction $f^*$.

Everything depends on whether $f^*$ lies below 1.

- If $U<a$, the slope is still negative at $f=1$, and the atom takes the whole electron although the curve is convex.
- If $U=a$, the slope reaches zero just at $f=1$.
- If $U>a$, the minimum is inside the interval. If the fraction $1-f^*$ can be put somewhere at no cost, the system gains energy by putting it there.

Convexity is therefore not enough for partial binding: the slope must also change sign between the integers. In the limit $U\to0$ the curve is a straight line of slope $-a$, with its minimum at $f=1$. This is how the exact energy of fluorine behaves. Between integers the exact ground-state energy is a straight line, because a fractional electron number describes a statistical mixture of the two neighbouring integer systems. Fluorine has a positive electron affinity, so the line falls all the way to the anion. The curvature $U$ is an error of the approximate functional, and it is one form of delocalization error.

## 2. From the parabola to a density functional

Hartree atomic units are used. In Kohn–Sham theory with occupations $f_i$ the density is $\rho=\sum_i f_i|\varphi_i|^2$ and the energy is

$$E=\sum_i f_i\langle\varphi_i|-\tfrac12\nabla^2|\varphi_i\rangle+F[\rho_\uparrow,\rho_\downarrow],$$

where $F$ contains the nuclear attraction, the Hartree energy and the exchange-correlation energy. The orbitals obey $h\varphi_i=\varepsilon_i\varphi_i$, with $h=-\tfrac12\nabla^2+\delta F/\delta\rho$ for the spin in question.

The fluorine atom has nuclear charge $Z=9$ and is given spherical densities: full 1s and 2s shells, three spin-up 2p electrons, and $2+f$ spin-down 2p electrons spread evenly over the three orbitals. Each spin-down 2p orbital has occupation $(2+f)/3$, and $N=9+f$.

Change $f$ by $df$. Each of the three occupations changes by $df/3$, and all orbitals relax:

$$dE=\sum_{m=1}^{3}\frac{df}{3}\langle\varphi_m|h|\varphi_m\rangle+\sum_i f_i\big(\langle d\varphi_i|h|\varphi_i\rangle+\langle\varphi_i|h|d\varphi_i\rangle\big).$$

In the second sum $h$ acts on an eigenfunction, so the bracket equals $\varepsilon_i\,d\langle\varphi_i|\varphi_i\rangle$. This is zero because the norm stays 1. In the first sum the three orbitals share the eigenvalue $\varepsilon$ of the spin-down 2p level. What remains is Janak's relation,

$$\frac{dE}{df}=\varepsilon(f).$$

The parabola of Section 1 is the case in which $\varepsilon$ is linear, $\varepsilon=-a+Uf$. In general:

1. The energy is convex where $d\varepsilon/df>0$.
2. If $\varepsilon$ is continuous and increasing, with $\varepsilon(0)<0<\varepsilon(1)$, it has one zero $f^*$, and $E$ has its minimum over the interval there.
3. The cost of forcing in the rest of the electron is
$$E(10)-E(N^*)=\int_{f^*}^{1}\varepsilon(f)\,df>0,\qquad N^*=9+f^* .$$

For increasing $\varepsilon$, and with any released charge counted at zero energy, the whole electron is bound if $\varepsilon(1)<0$ and none of it if $\varepsilon(0)>0$. A concave energy is different in kind: its minimum over the interval can be taken at an endpoint, so there is no preference for a fraction.

## 3. Fluorine in LSDA

The functional is the local spin-density approximation (LSDA) with Slater exchange and Perdew–Wang correlation, without relativity. The radial equations are solved on a spectral grid inside a hard-walled sphere of radius 14 bohr. The grid replaces a finite set of basis functions; the wall is a confinement whose role is examined in Section 5. A selection of the results, in hartree:

| $N$ | $E(N)-E(9)$ | $\varepsilon$ |
|---|---|---|
| 9.0 | 0 | −0.3839 |
| 9.5 | −0.1304 | −0.1444 |
| 9.8 | −0.1550 | −0.0232 |
| 9.9 | −0.1555 | 0.0120 |
| 10.0 | −0.1527 | 0.0438 |

The eigenvalue changes sign between 9.8 and 9.9. Solving $\varepsilon(f)=0$ gives

$$f^*=0.865,\qquad N^*=9.865,\qquad q\equiv1-f^*=0.135 .$$

LSDA fluorine thus holds about 86% of the extra electron.

The total energy at each $N$ is evaluated from the self-consistent orbitals and density without use of Janak's relation, so the relation can be tested. The integral of $\varepsilon$ from $f=0$ to 1 agrees with $E(10)-E(9)$ to better than $10^{-6}$ hartree. At the root, the second difference of the energy and the slope of the eigenvalue both give $d\varepsilon/df=0.348$ hartree. The energies on either side of $N^*$ are higher than $E(N^*)$, and the second differences of $E$ are positive along the whole scan.

**How good is the parabola?** Its two parameters follow from the end values of $\varepsilon$:

$$a=0.3839,\qquad U=0.0438+0.3839=0.4277,\qquad \frac aU=0.898 .$$

(With the wall at 18 to 26 bohr the upper end value drops slightly and the ratio becomes 0.899.) The estimate lies above the true root, and the table shows why. From $N=9$ to 9.5 the eigenvalue rises by 0.2395, but from 9.5 to 10 by only 0.1882. The curve $\varepsilon(f)$ bends downward, so it lies above the straight line joining its ends and reaches zero sooner than the line does. A plausible reason for the bending is that the 2p cloud swells as charge is added and so repels itself less; this is a conjecture, not something tested here.

The same bending brackets the cost of the last fraction. Between $f^*$ and 1 the curve lies above its chord and below its tangent at $f^*$. The areas under these two lines are

$$\tfrac12(0.0438)(0.1351)=0.00296,\qquad \tfrac12(0.348)(0.1351)^2=0.00318$$

hartree. The computed difference is $E(10)-E(N^*)=0.00303$ hartree, or 0.083 eV, and falls between them. All these numbers refer to the 14 bohr wall, and the last digit depends on it: with the wall at 22 bohr or slightly beyond, the difference is 0.00299 hartree (0.081 eV).

The energies therefore give little warning. Relative to the neutral atom, the minimum is lower by 0.1558 hartree (4.24 eV) and the confined full anion by 0.1527 hartree (4.16 eV). An electron affinity taken as a total-energy difference in a confining basis comes out positive (here larger than the measured value of about 3.4 eV), while the highest occupied eigenvalue of the same calculation is positive.

**Comparison with a straight line.** A functional with the same end energies but no curvature would give $-0.1527/2=-0.0764$ hartree at $N=9.5$. LSDA gives $-0.1304$, which is 0.054 hartree lower. The fractional system is stabilized far more strongly than the 0.003 hartree between $N^*$ and 10 suggests. That last number is small because it is quadratic in the small fraction $q$.

## 4. Is the orbital still bound at threshold?

At $N^*$ the 2p eigenvalue is zero. A state at zero energy might spread to infinity, and then $f^*$ would be a property of the wall. The behaviour outside the ion decides this.

Write the orbital as $u(r)/r$ times a spherical harmonic. Far out, the nucleus and the $9+f^*$ electrons together act on an electron with the potential energy $(N^*-Z)/r=f^*/r$, which is repulsive. The LSDA exchange-correlation potential follows the density and dies off much faster. With $l=1$ the centrifugal term is $l(l+1)/2r^2=1/r^2$, and at $\varepsilon=0$

$$-\tfrac12u''+\Big(\frac{f^*}{r}+\frac1{r^2}\Big)u=0
\quad\Longrightarrow\quad
u''=\Big(\frac{2f^*}{r}+\frac{2}{r^2}\Big)u .$$

Set $u=\sqrt r\,w(z)$ with $z=\sqrt{8f^*r}$, so that $dz/dr=z/2r$. Then

$$u'=\frac{w+zw'}{2\sqrt r},\qquad
u''=\frac{z^2w''+zw'-w}{4r^{3/2}} ,$$

where primes on $w$ denote derivatives with respect to $z$. The right-hand side of the equation is

$$\frac{2f^*r+2}{r^{3/2}}\,w=\frac{8f^*r+8}{4r^{3/2}}\,w=\frac{z^2+8}{4r^{3/2}}\,w .$$

Equating the two gives

$$z^2w''+zw'-(z^2+9)w=0 ,$$

the modified Bessel equation of order 3. The decaying solution is

$$u(r)\propto\sqrt r\,K_3\big(\sqrt{8f^*r}\big)\;\longrightarrow\; r^{1/4}e^{-\sqrt{8f^*r}}\qquad(r\to\infty).$$

The orbital is normalizable at zero energy. The repulsion of the partly charged ion fences it in, with a decay slower than the usual exponential in $r$ but faster than any power.

**Limit $f^*\to0$.** For small $z$, $K_3(z)\approx8/z^3$, so $u\propto\sqrt r\,r^{-3/2}=1/r$. This is the decaying solution of $u''=2u/r^2$, as it must be when the centrifugal term alone remains. Even then $\int u^2dr$ converges at large $r$.

**Test on the computed orbital.** In a sphere of radius 60 bohr, the logarithm of $u(20.08)/u(29.04)$ is 2.349 for the self-consistent orbital and 2.354 from the Bessel formula, a relative difference of 0.2%. In this larger sphere, at the $f^*$ found with the 14 bohr wall, the eigenvalue is $-9.6\times10^{-5}$ hartree instead of zero. The corresponding shift of the root is about $9.6\times10^{-5}/0.348\approx3\times10^{-4}$. The three digits of $f^*=0.865$ belong to the atom and not to the wall.

## 5. What holds the full anion together

At $N=10$ the eigenvalue is positive. Far from the ion the potential $1/r+1/r^2$ falls below any positive energy, and there the orbital oscillates instead of decaying. The outer edge of the barrier is where

$$\frac1r+\frac1{r^2}=\varepsilon
\quad\Longrightarrow\quad
r=\frac{1+\sqrt{1+4\varepsilon}}{2\varepsilon}\approx24\ \text{bohr}$$

for $\varepsilon=0.0438$. The wall at 14 bohr stands inside the barrier. It cuts off the outer region into which the electron could leak, and so makes a stationary state out of what would be a resonance in free space.

The level accordingly depends somewhat on the confinement: 0.0468 hartree with a wall at 10 bohr and 0.0438 with a wall at 14 bohr. Its sign is clear. The value at 14 bohr is still pushed up slightly by the wall. As the wall is moved out toward the edge of the barrier the level settles near 0.043 hartree. The barrier is wide, so the resonance is narrow and this position is well defined.

A compact Gaussian basis, one whose functions do not reach past the barrier, confines in the same way. A separate calculation with 18 s and 12 p Gaussian exponents and the same occupations gives $\varepsilon=0.0448$ hartree at $N=10$. At $N^*$ it gives $\varepsilon=0.0002$, close to the zero found on the grid. Its total energies lie above the grid values by 0.0002 hartree at $N^*$ and 0.0003 hartree at $N=10$. Both methods thus find the same minimum and the same apparently stable full anion.

## 6. Releasing the remainder

It remains to show that ten electrons in unlimited space can reach the energy $E(N^*)$. Fractional occupation is not needed for this; an ordinary determinant of ten orbitals is enough.

Let $\varphi_m$ be the three spin-down 2p orbitals of the $N^*$ ion, which vanish beyond the wall. Let $\chi_m$ be three p orbitals with the same angular factors that live on the distant shell $R<r<2R$, with

$$u_\chi^2=\frac2R\sin^2\frac{\pi(r-R)}{R}.$$

Form the combinations

$$\psi_m=\sqrt n\,\varphi_m+\sqrt{1-n}\,\chi_m,\qquad n=\frac{2+f^*}{3}=0.955 .$$

The two parts do not overlap, so $\langle\psi_m|\psi_m\rangle=n+(1-n)=1$. Different $m$ are orthogonal through their angular factors, as are the p orbitals to the s orbitals. The cross terms vanish in both the density and the kinetic energy. Near the nucleus there are $3n=2+f^*$ spin-down 2p electrons, just as in the $N^*$ ion, and on the shell there are $3(1-n)=1-f^*=q$. The total is ten.

The energy is $E(N^*)$ plus that of the shell, whose parts are as follows.

- **Kinetic.** The radial part is $q\int\tfrac12u_\chi'^2dr=q\pi^2/2R^2$. The centrifugal part is at most $q/R^2$, since $r\ge R$.
- **Coulomb.** The repulsion from the ion is at most $f^*q/R$, and the self-repulsion at most $q^2/2R$.
- **Exchange.** From $u_\chi^2\le2/R$ and $r\ge R$ the shell density obeys $\rho\le q/(2\pi R^3)$. LSDA exchange per electron goes as $\rho^{1/3}$, so it is at most of order $1/R$.
- **Correlation.** Per electron it also tends to zero as the density does.

All parts vanish as $R\to\infty$. The kinetic energy of this determinant cannot be less than the Kohn–Sham minimum for its density, so the construction gives an upper bound:

$$\inf E(10\text{ electrons})\le E(N^*)<E(10,\text{ confined}).$$

**Finite distances.** The computed shell energies are $5.8\times10^{-4}$, $1.7\times10^{-4}$ and $4.9\times10^{-5}$ hartree at $R=100$, 300 and 1000 bohr. Multiplied by $R$ they give 0.058, 0.052 and 0.049, so the decay is close to $1/R$ with a faster part still visible at 100 bohr. Already at 100 bohr the cost is well below the 0.00303 hartree gained by release. The determinant with a shell at that distance therefore lies below the confined anion.

This is what the complete-basis limit means here. As functions of ever larger extent are added, the variational energy of ten electrons can fall below that of the localized ion, by moving charge outward. With a compact basis the calculation returns the full anion because it has nowhere else to put the charge.

## 7. A second case: the remainder alone

The bound just found is an inequality, and LSDA can go lower. Take away the atom and keep a charge $q$ of one spin in a Gaussian orbital proportional to $e^{-\alpha r^2}$. Its density is $\rho=q(2\alpha/\pi)^{3/2}e^{-2\alpha r^2}$. The kinetic energy is $\tfrac32q\alpha$ and the Hartree energy is $q^2\sqrt{\alpha/\pi}$. Exchange for a single spin is $-C\int\rho^{4/3}d^3r$ with $C=\tfrac34(6/\pi)^{1/3}=0.9305$. The Gaussian integral gives

$$\int\rho^{4/3}d^3r=q^{4/3}\Big(\frac{2\alpha}{\pi}\Big)^{2}\Big(\frac{3\pi}{8\alpha}\Big)^{3/2}=0.518\,q^{4/3}\sqrt\alpha .$$

With $k=\sqrt\alpha$ and correlation left out for the moment,

$$E(k)=\tfrac32qk^2-Bk,\qquad B=0.482\,q^{4/3}-\frac{q^2}{\sqrt\pi}.$$

If $B>0$, the minimum is at $k=B/3q$, with energy $-B^2/6q$. The condition $B>0$ means $q^{2/3}<0.482\sqrt\pi$, or $q<0.79$. A small enough fraction of an electron thus binds itself in empty space. The limit 0.79 holds only for the Gaussian shape with exchange alone; it is a sufficient condition, not the limit of self-binding in LSDA. The true interaction of one electron with itself is zero; here the approximate exchange, which scales as $q^{4/3}$, overcompensates the Hartree term, which scales as $q^2$.

For $q=0.135$, $B=0.0334-0.0103=0.0231$, and the energy is $-0.0007$ hartree. With correlation included, the computed minimum over $\alpha$ is $-0.0013$ hartree. This is a trial value, so the best lump lies at or below it.

If such a lump is allowed far from the atom, with fractional occupations in both places, the charge is redistributed. For a lump energy $L(q)$ the total $E(9+f)+L(1-f)$ is stationary when

$$\varepsilon(f)=L'(1-f).$$

The atom's level must match the lump's slope instead of zero. With the Gaussian trial lump for $L$, the computed optimum moves from $f=0.865$ to 0.835, and the energy falls 0.0014 hartree below $E(N^*)$. A better lump can only lower this energy further. Relaxing the spherical lump self-consistently changes little: the energy drops by a further $2\times10^{-5}$ hartree and the optimum stays at 0.835. The slope at the root gives $\varepsilon\approx-0.348\times0.030\approx-0.010$ hartree at the new optimum.

Hence $N^*=9.865$ is the minimum of the atomic curve $E(N)$, the point where the eigenvalue crosses zero. It is not the lowest energy LSDA can assign to ten electrons and one fluorine nucleus. The correction has the same origin as the effect itself, the incomplete cancellation of self-interaction, and it leaves the conclusion standing: the atom keeps most of the extra electron, but not all of it.

## 8. Range of the result

The number 0.865 holds for LSDA with spherical densities and no relativity. If the missing charge is instead confined to one 2p orbital, a triple-zeta Gaussian basis with diffuse functions puts the neutral atom about 0.0006 hartree (0.016 eV) lower, which reduces the energy differences from $N=9$ by that amount, and moves the root up by about 0.002. Another functional has its own $\varepsilon(f)$, and its two end values have to be examined before anything is said about partial binding. Where $\varepsilon(f)$ is increasing and its upper end value is negative, the atomic curve $E(N)$ has its minimum at the full anion although the energy is convex. If that value is only slightly negative, a self-bound remote lump as in Section 7 can still lower the total: removing $q$ costs about $|\varepsilon(1)|q+\tfrac12Uq^2$, while a Gaussian lump with exchange alone gains $B^2/6q\propto q^{5/3}$ at small $q$, and more with correlation. The linear cost wins as $q\to0$, so a net gain can occur only at finite $q$; for $U\approx0.3$ hartree and the Gaussian lump with correlation it requires $|\varepsilon(1)|$ of order $10^{-3}$ hartree or less.

For a calculation on an anion, a positive highest occupied eigenvalue is the sign to look for. By Janak's relation it says that the energy would fall if some charge left. A basis that is too small can by itself push the eigenvalue above zero, so the sign must be rechecked as the basis is improved and given diffuse functions. If it stays positive, the reported state owes its existence to the basis or the box.

## Computed results

```
LSDA fluorine, box radius 14 bohr, E(9) = -99.11119 hartree
   N     E(N)-E(9) [hartree]   eps_2p_down [hartree]
  9.0        0.00000              -0.38387
  9.1       -0.03582              -0.33283
  9.2       -0.06661              -0.28327
  9.3       -0.09253              -0.23527
  9.4       -0.11372              -0.18894
  9.5       -0.13038              -0.14439
  9.6       -0.14267              -0.10178
  9.7       -0.15080              -0.06130
  9.8       -0.15501              -0.02324
  9.9       -0.15554               0.01201
 10.0       -0.15272               0.04381
integral of eps minus E(10)-E(9): -6.3e-07 hartree
bound fraction f* = 0.8649, N* = 9.8649
unbound fraction q = 0.1351
quadratic-model estimate of f* = 0.8976
d eps/df at the root = 0.3480 hartree
second difference of E at the root = 0.3480 hartree
finite-difference dE/df at the root = -2.1e-05 hartree
E(9)-E(N*) = 0.15575 hartree = 4.238 eV
E(9)-E(10, confined) = 0.15272 hartree = 4.156 eV
E(10, confined)-E(N*) = 0.00303 hartree = 0.083 eV
eps at N=10, box radius 10 bohr: 0.04680 hartree
eps at N*, box radius 60 bohr: -9.6e-05 hartree
tail: r1 = 20.08 bohr, r2 = 29.04 bohr
ln[u(r1)/u(r2)]: orbital 2.3485, Bessel formula 2.3536
Gaussian basis, N*: E = -99.26671, eps = 0.00024 hartree
radial grid,    N*: E = -99.26695 hartree
Gaussian basis, N=10: E = -99.26360, eps = 0.04484 hartree
radial grid,    N=10: E = -99.26391 hartree
remote shell, R =  100 bohr: energy 5.780e-04 hartree
remote shell, R =  300 bohr: energy 1.724e-04 hartree
remote shell, R = 1000 bohr: energy 4.916e-05 hartree
Gaussian lump of charge q: energy -0.00126 hartree
optimum f with a remote lump = 0.8354
energy of that optimum relative to E(N*) = -0.00142 hartree
```
